# Interpolative separable density fitting: normal equations, point selection and exchange error

**Q.** Exchange needs the products of all orbital pairs. The claim is that these products can be rebuilt from their values at a few points. What is assumed, and can it be exact?

**A.** Take two sets of orbitals, $\varphi_i$ ($i=1,\dots,N$) and $\psi_j$ ($j=1,\dots,M$), complex and for now not orthonormal, on grid points $\mathbf r_g$, $g=1,\dots,N_g$. Atomic units are used. The products form the $N_g\times NM$ matrix $Z_{g,ij}=\varphi_i^*(\mathbf r_g)\psi_j(\mathbf r_g)$. Choose $N_\mu$ of the grid points, $\hat{\mathbf r}_\mu$, and call the corresponding rows of $Z$ the matrix $C$, so $C_{\mu,ij}=\varphi_i^*(\hat{\mathbf r}_\mu)\psi_j(\hat{\mathbf r}_\mu)$. The ansatz is

$$\varphi_i^*(\mathbf r)\psi_j(\mathbf r)\approx\sum_{\mu}\zeta_\mu(\mathbf r)\,\varphi_i^*(\hat{\mathbf r}_\mu)\,\psi_j(\hat{\mathbf r}_\mu),\qquad Z\approx\Theta C,\quad \Theta_{g\mu}=\zeta_\mu(\mathbf r_g).$$

The coefficient of $\zeta_\mu$ is a factor in $i$ times a factor in $j$, which is what separable means. Each row of $\Theta C$ is a combination of the rows of $C$, so $Z=\Theta C$ is solvable if and only if the chosen rows span the row space of $Z$, which requires $N_\mu\ge\operatorname{rank}Z$.

**Q.** The rank could be $NM$. Show me a case where it is smaller.

**A.** Take plane waves on $[0,2\pi)$, $\varphi_k=e^{ikx}$ with $k=0,\dots,N-1$ and $\psi_l=e^{ilx}$ with $l=0,\dots,M-1$. A product is $e^{iqx}$ with $q=l-k$ between $-(N-1)$ and $M-1$, so the $NM$ products contain $L=N+M-1$ distinct functions. Put $x_\mu=2\pi\mu/L$ and try $\zeta_\mu(x)=L^{-1}\sum_q e^{iq(x-x_\mu)}$. For any allowed $q'$,

$$\sum_{\mu=0}^{L-1}\zeta_\mu(x)e^{iq'x_\mu}=\frac1L\sum_q e^{iqx}\sum_{\mu=0}^{L-1}e^{2\pi i(q'-q)\mu/L}=e^{iq'x},$$

because the geometric sum over $\mu$ equals $L$ when $q'-q$ is a multiple of $L$ and zero otherwise, and $|q'-q|<L$ leaves $q=q'$. For $N=3$, $M=4$ the 12 pairs have rank 6; with five of the six points the best fit has an error of 0.355 relative to the norm of $Z$, both norms taken on a grid of the six points and 50 random ones; the value depends on that grid. That $N_\mu$ can grow linearly with the number of orbitals is a property of these orbitals; the algebra below does not imply it for others.

**Q.** In general the fit is then inexact. How are the $\zeta_\mu$ fixed?

**A.** By least squares at fixed points. Let $R=Z-\Theta C$ and $F(\Theta)=\|R\|^2=\operatorname{Tr}RR^\dagger$, all $NM$ pairs having equal weight. Changing $\Theta$ by $\delta$ changes $R$ to $R-\delta C$, and multiplying out gives

$$F(\Theta+\delta)=\|R\|^2-2\operatorname{Re}\operatorname{Tr}[RC^\dagger\delta^\dagger]+\|\delta C\|^2,$$

where the two cross terms, being complex conjugates, were combined. If $RC^\dagger\neq0$, the choice $\delta=tRC^\dagger$ with small $t>0$ changes $F$ by $-2t\|RC^\dagger\|^2+O(t^2)<0$, so a minimum needs $RC^\dagger=0$. If $RC^\dagger=0$, then $F(\Theta+\delta)=F(\Theta)+\|\delta C\|^2\ge F(\Theta)$, so the condition is also sufficient. Written out, it is the set of normal equations

$$\Theta S=B,\qquad S=CC^\dagger,\qquad B=ZC^\dagger .$$

**Q.** Forming $ZC^\dagger$ means summing over all pairs at every grid point, $N_gN_\mu NM$ multiplications. Where is the gain?

**A.** The pair sum splits. Consider the Gram matrix of the rows, $G=ZZ^\dagger$:

$$G_{gh}=\sum_{i}\sum_{j}\varphi_i^*(\mathbf r_g)\psi_j(\mathbf r_g)\,\varphi_i(\mathbf r_h)\psi_j^*(\mathbf r_h)=\Big[\sum_i\varphi_i^*(\mathbf r_g)\varphi_i(\mathbf r_h)\Big]\Big[\sum_j\psi_j(\mathbf r_g)\psi_j^*(\mathbf r_h)\Big].$$

The second equality holds because each term is a factor in $i$ times a factor in $j$ and the two indices run independently. Define $P^\varphi(\mathbf r,\mathbf r')=\sum_i\varphi_i(\mathbf r)\varphi_i^*(\mathbf r')$ and likewise $P^\psi$; for orthonormal occupied orbitals this is the one-spin density matrix. The first bracket is the complex conjugate of $P^\varphi$ and the second is $P^\psi$ itself, so $G=P^{\varphi*}\circ P^\psi$, with $\circ$ the elementwise product. Since $C$ consists of rows of $Z$, $B$ is the set of columns of $G$ at the chosen points and $S$ is the set of rows of $B$ at those points:

$$B_{g\mu}=P^\varphi(\mathbf r_g,\hat{\mathbf r}_\mu)^*P^\psi(\mathbf r_g,\hat{\mathbf r}_\mu),\qquad S_{\mu\nu}=P^\varphi(\hat{\mathbf r}_\mu,\hat{\mathbf r}_\nu)^*P^\psi(\hat{\mathbf r}_\mu,\hat{\mathbf r}_\nu).$$

An element of $B$ now costs $N+M+1$ multiplications in place of $NM$, and $Z$ is not formed. The solve adds about $N_gN_\mu^2$. With $N_g$, $N_\mu$, $N$ and $M$ all proportional to system size, the construction is cubic in place of quartic. The result was tested on a one-dimensional model with $N_g=60$, $N=4$, $M=5$, $N_\mu=8$ and orbitals that are random complex combinations of Gaussians: the factorised $\Theta$ differs from a direct least-squares solution by $3\times10^{-15}$ relative to its norm, and omitting the conjugation fails to reproduce $ZZ^\dagger$.

**Q.** The indices must run independently. What if I weight the pairs, or keep $i\le j$ for a single real set?

**A.** A weight $f_ig_j\ge0$ on pair $ij$ multiplies each term of the double sum by a product again, so the sum still splits, with $P^\varphi=\sum_if_i\varphi_i\varphi_i^*$ and $P^\psi=\sum_jg_j\psi_j\psi_j^*$: the weights act as occupations, and they change $\Theta$ in general, though not when all weights are positive, the chosen rows are independent and the fit is exact. For the triangle, put $a_i=\varphi_i(\mathbf r)\varphi_i(\mathbf r')$. From $(\sum_ia_i)^2=\sum_ia_i^2+2\sum_{i<j}a_ia_j$,

$$\sum_{i\le j}a_ia_j=\tfrac12\Big[P(\mathbf r,\mathbf r')^2+\sum_i\varphi_i^2(\mathbf r)\varphi_i^2(\mathbf r')\Big],$$

which in general is not a multiple of $P\circ P$ and, unless the fit is exact, can define a different fit; weight 2 on the pairs $i<j$ restores $P^2$. The program tests the product-weight result, the identity above, and that twice the triangular sum differs from $P^2$; the weight-2 statement follows from the identity for $(\sum_ia_i)^2$. For one real set the columns $ij$ and $ji$ of $Z$ coincide, so $\operatorname{rank}Z\le N(N+1)/2$.

**Q.** You solve with $S$. When is that allowed?

**A.** For any vector $c$, $c^\dagger Sc=\|C^\dagger c\|^2\ge0$, with equality for some $c\neq0$ if and only if the rows of $C$ are dependent, as they must be for $N_\mu>\operatorname{rank}Z$. Two solutions of $\Theta S=B$ differ by a $\delta$ with $\delta S=0$, hence $\|\delta C\|^2=\operatorname{Tr}\delta S\delta^\dagger=0$: the fit $\Theta C$ is unique even when $\Theta$ is not. The pseudo-inverse supplies a solution: $S^+S$ projects on the range of $S$, which is the range of $C$, so $S^+SC=C$, $C^\dagger S^+S=C^\dagger$ and $(BS^+)S=ZC^\dagger S^+S=B$. From here on the rows are taken independent. With the singular value decomposition $C=U\Sigma Y^\dagger$ one has $S=U\Sigma^2U^\dagger$, so $\operatorname{cond}S=(\operatorname{cond}C)^2$; this squaring is the price of avoiding $Z$.

**Q.** A least-squares fit need not pass through its data. Why call this interpolation?

**A.** The rows of $B$ at the chosen points are $S$, so the same rows of $\Theta=BS^{-1}$ are $SS^{-1}$, that is $\zeta_\mu(\hat{\mathbf r}_\nu)=\delta_{\mu\nu}$, and every product is reproduced at every $\hat{\mathbf r}_\nu$. Further, $\Theta C=ZC^\dagger S^{-1}C=Z\Pi$ with $\Pi=C^\dagger S^{-1}C$. This $NM\times NM$ matrix is Hermitian because $S$ is, and $\Pi^2=C^\dagger S^{-1}(CC^\dagger)S^{-1}C=\Pi$; its trace is $\operatorname{Tr}S^{-1}CC^\dagger=N_\mu$. It projects, in pair space, on the span of the chosen rows, and $R=Z(1-\Pi)$, $R\Pi=0$. Also $\Theta=Z(C^\dagger S^{-1})$ shows each $\zeta_\mu$ to be a fixed combination of pair products, which defines it at any $\mathbf r$, on the grid or off it. With $\Phi_{gi}=\varphi_i(\mathbf r_g)$, $P^\varphi=\Phi\Phi^\dagger$ becomes $\Phi AA^\dagger\Phi^\dagger$ under $\Phi\to\Phi A$. A unitary $A$ leaves $\Theta$ unchanged, so canonical and localised orbitals give the same fit; a random non-unitary $A$ changed $\Theta$ in the model by 0.26 of its norm.

**Q.** The plain sum over grid points ignores quadrature weights, and the integrals I want are Coulomb integrals. Is this not the wrong metric?

**A.** At fixed points the metric on the grid index drops out. Let $W$ be Hermitian and positive definite and minimise $F_W=\operatorname{Tr}R^\dagger WR$. The same expansion, with the trace cycled, gives

$$F_W(\Theta+\delta)=F_W(\Theta)-2\operatorname{Re}\operatorname{Tr}[\delta^\dagger WRC^\dagger]+\operatorname{Tr}[(\delta C)^\dagger W(\delta C)],$$

so the condition is $WRC^\dagger=0$, and since $W$ is invertible it is $RC^\dagger=0$ again. The reason is that $W$ acts on $Z$ from the left and the fit, $\Pi$, from the right. If $W$ is semidefinite, $RC^\dagger=0$ still removes the linear term and the last term is non-negative, so the same $\Theta$ is a minimiser, possibly one of many. In the model, a direct minimisation with $W=e^{-|x-x'|}$ agreed with the factorised $\Theta$ to $3\times10^{-14}$ relative to its norm.

**Q.** How large is the error, and can it be known without $Z$?

**A.** Using $(1-\Pi)^2=1-\Pi$,

$$RR^\dagger=Z(1-\Pi)Z^\dagger=G-ZC^\dagger S^{-1}CZ^\dagger=G-BS^{-1}B^\dagger .$$

Its diagonal $d_g=\sum_{ij}|R_{g,ij}|^2$ is the squared error at point $g$ over all pairs, and needs $B$, $S$ and $G_{gg}=\rho^\varphi(\mathbf r_g)\rho^\psi(\mathbf r_g)$, with $\rho$ the diagonal of $P$. There is a lower bound for any choice of points. Write $Z^\dagger Z=\sum_k\sigma_k^2v_kv_k^\dagger$ with a complete orthonormal set $v_k$ and $\sigma_1\ge\sigma_2\ge\dots$. Then $\|R\|^2=\operatorname{Tr}[(1-\Pi)Z^\dagger Z]=\sum_k\sigma_k^2(1-t_k)$ with $t_k=v_k^\dagger\Pi v_k$. These lie in $[0,1]$ and sum to $\operatorname{Tr}\Pi=N_\mu$, so $\sum_k\sigma_k^2t_k$ is largest when the first $N_\mu$ of them equal one, and $\|R\|^2\ge\sum_{k>N_\mu}\sigma_k^2$, the Eckart–Young bound.

**Q.** And how are the points chosen?

**A.** One at a time, where the present error is largest. Let $p$ maximise $d_g$ and let $r$ be row $p$ of $R$, so $rr^\dagger=d_p$. It is the part of row $p$ of $Z$ orthogonal to the rows already chosen, so the new projector is $\Pi'=\Pi+r^\dagger r/d_p$. Because $r^\dagger=(1-\Pi)r^\dagger$, $Zr^\dagger=Rr^\dagger$, and $R'=Z(1-\Pi')=R(1-r^\dagger r/d_p)$. The bracket is a projector, so

$$R'R'^\dagger=RR^\dagger-\ell\ell^\dagger,\qquad \ell=Rr^\dagger/\sqrt{d_p},$$

and $Rr^\dagger$ is column $p$ of $RR^\dagger$. On $G$ this is a step of pivoted Cholesky decomposition. On $Z$ it is Gram–Schmidt orthogonalisation of rows with the longest remainder taken first, which is column-pivoted QR of $Z^\dagger$; in the model the two pivot lists were tested to be identical. The Cholesky form needs the diagonal of $G$ and one factorised column per point. It is greedy, with no claim to the best point set: the model gave a relative error of 0.116 against the bound 0.079. Weights do matter here: scaling row $g$ by $\sqrt{w_g}$ turns $d_g$ into $w_gd_g$ and can move the maximum. For a single set this is done by scaling the orbitals by $w_g^{1/4}$.

The step also links accuracy to conditioning. The row $r$ is a combination $c^\dagger C'$ of the enlarged set of rows with $c_p=1$, so $d_p=c^\dagger S'c\ge\lambda_{\min}\|c\|^2\ge\lambda_{\min}$. If all rows are scaled to unit norm, $d_p$ becomes $d_p/G_{pp}$, the diagonal of $S'$ is one and $\lambda_{\max}\ge1$, so $\operatorname{cond}S'\ge G_{pp}/d_p$. A point added where the relative error is already small makes $S$ ill-conditioned.

**Q.** What happens to the integrals and to the exchange energy?

**A.** Let $W$ be the Coulomb kernel, positive because its Fourier transform $4\pi/k^2$ is, and read sums over $g$ as integrals, which is allowed since $\zeta_\mu$ exists everywhere. The integrals are $V=Z^\dagger WZ$. Replacing $Z$ by $\Theta C=Z\Pi$ gives

$$\tilde V=C^\dagger MC=\Pi V\Pi,\qquad M=\Theta^\dagger W\Theta=S^{-1}CVC^\dagger S^{-1},$$

where $M_{\mu\nu}$ is the Coulomb integral of $\zeta_\mu^*$ with $\zeta_\nu$. Take $\psi=\varphi$, the $N$ doubly occupied orbitals of a closed-shell determinant. The diagonal element is $V_{ij,ij}=\iint\varphi_j^*\varphi_i(\mathbf r)\,\varphi_i^*\varphi_j(\mathbf r')/|\mathbf r-\mathbf r'|=(ji|ij)$. Each spin contributes $-\tfrac12\sum_{ij}(ji|ij)$, so $E_x=-\operatorname{Tr}V$, and

$$\tilde E_x=-\operatorname{Tr}C^\dagger MC=-\sum_{\mu\nu}M_{\mu\nu}S_{\nu\mu}=-\sum_{\mu\nu}M_{\mu\nu}|P(\hat{\mathbf r}_\mu,\hat{\mathbf r}_\nu)|^2 .$$

Insert $Z=Z\Pi+R$ into $V$:

$$V-\tilde V=\Pi Z^\dagger WR+R^\dagger WZ\Pi+R^\dagger WR .$$

A single integral has an error of first order in $R$. In the full trace the first term cycles to $\operatorname{Tr}Z^\dagger WR\Pi=0$, the second is its conjugate, and

$$\tilde E_x-E_x=\operatorname{Tr}R^\dagger WR\ge0 .$$

At fixed orbitals the fitted exchange energy lies above the unfitted one by the Coulomb self-energy of the residuals, $\tfrac12\operatorname{Tr}R^\dagger WR$ for each of the two spins. Adding a point lowers $\operatorname{Tr}V(1-\Pi)$ by $rVr^\dagger/d_p\ge0$, so the error cannot rise along nested point sets.

**Q.** Suppose I fit a larger set of pairs and use part of it.

**A.** Then the trace carries a diagonal selector $D$, the cross term is $\operatorname{Tr}Z^\dagger WRD\Pi$, and $D$ stands between $R$ and $\Pi$, so the cancellation is lost. In the model the full trace error was 236.165 both from $M$ and $S$ and from $\operatorname{Tr}R^\dagger WR$, while for four of the twenty pairs the error was 45.949, of which the quadratic part was 29.149 and the cross terms $45.949-29.149=16.800$ (model units).

**Q.** What does a molecule give?

**A.** Take benzene at the restricted Hartree–Fock level in the STO-3G basis (36 functions), a regular hexagon with chosen lengths C–C 1.39 Å and C–H 1.09 Å. The energy is $-227.891006$ Ha and $E_x=-33.282288$ Ha $=-905.66$ eV. This unfitted exchange energy of the same orbitals is the reference; it belongs to a minimal basis and contains no correlation. There are $N=21$ real occupied orbitals, $441$ pairs and $21\cdot22/2=231$ distinct ones. Candidates are 17322 points of a Becke grid, which integrates the density to 42.0132 for 42 electrons. Points come from pivoted Cholesky on the weighted $P\circ P$; $M$ is built from analytic integrals, so the grid enters the energies through the choice of points. The digits belong to this grid (30 radial and 50 angular points per atom) and orientation of the molecule, because these fix the candidate points. With another orientation, or a 40×86 grid, $\tilde E_x-E_x$ becomes 3.1 or 3.3 Ha at $N_\mu=42$ and $5.2\times10^{-5}$ or $3.0\times10^{-5}$ Ha at $N_\mu=168$; $\varepsilon$ moves by up to about 20% and the Hartree errors given later by up to a factor of 9, while the bound is unchanged by the finer grid. In the 6-31G basis $E_x=-33.184$ Ha and the four exchange errors are 2.5, $5.7\times10^{-2}$, $1.1\times10^{-3}$ and $1.7\times10^{-5}$ Ha. Below, $\varepsilon$ is the quadrature $L^2$ norm of $R$ relative to that of $Z$.

| $N_\mu$ | $\varepsilon$ | bound on $\varepsilon$ | $\tilde E_x-E_x$ (Ha) | cond $S$ |
|---|---|---|---|---|
| 42 | $1.04\times10^{-1}$ | $9.49\times10^{-2}$ | $2.48$ | $2.1\times10^{2}$ |
| 84 | $8.33\times10^{-3}$ | $6.04\times10^{-3}$ | $2.55\times10^{-2}$ | $9.6\times10^{2}$ |
| 126 | $1.78\times10^{-3}$ | $7.61\times10^{-4}$ | $7.64\times10^{-4}$ | $6.3\times10^{5}$ |
| 168 | $3.53\times10^{-4}$ | $1.61\times10^{-4}$ | $1.84\times10^{-5}$ | $2.0\times10^{7}$ |

The condition numbers are for $S$ scaled to unit diagonal. The greedy points exceed the bound by factors from $0.1038/0.0949=1.1$ to $1.783/0.761=2.3$. At $N_\mu=168$, $-33.282270-(-33.282288)=1.8\times10^{-5}$ Ha $=0.50$ meV, or $5.5\times10^{-7}$ of $|E_x|$. The error is positive and falls along the sequence, and it equals $\operatorname{Tr}R^\dagger WR$ from an independently built projector within the tested $10^{-6}$ Ha. Its ratio to $\varepsilon^2$ is $2.483/0.1038^2=230$ Ha, then 368, 240 and $1.837\times10^{-5}/(3.529\times10^{-4})^2=148$ Ha: within a factor of 2.5 at these four sizes, and of 2.8 over all $N_\mu$ from 42 to 168, while $\varepsilon^2$ falls by nearly five decades. It need not be constant, since the Coulomb and $L^2$ norms weigh the residual differently. The largest single-integral error falls from 0.308 to $2.1\times10^{-4}$ Ha, a factor of $1.5\times10^3$ against $1.4\times10^5$ for exchange and $2.9\times10^2$ for $\varepsilon$. Unlike the traces, this maximum depends on the choice of orbitals: rotating the degenerate canonical orbitals among themselves moves the value at $N_\mu=168$ between about $1.7\times10^{-4}$ and $2.9\times10^{-4}$ Ha.

The compression is modest at this size: 168 points are 73% of the 231 distinct pairs, and one molecule says nothing on growth with $N$. Building $B$ takes $17322\cdot168\cdot441=1.28\times10^9$ multiplications directly and $17322\cdot168\cdot22=6.40\times10^7$ factorised, a single $P$ serving twice, a ratio of $441/22=20$; a direct sum over the 231 pairs $i\le j$, with weight 2 for $i<j$, would reduce this to $231/22=10.5$. The solve, about $17322\cdot168^2=4.9\times10^8$, is common to both and is the larger part once $B$ is factorised.

**Q.** The Hartree energy is not the trace of $V$, so I expected a first-order error. Yet its errors, $-52.9$, $-0.730$, $-1.64\times10^{-2}$ and $-2.46\times10^{-4}$ Ha out of 314.15 Ha, are 21, 29, 21 and 13 times the exchange errors in size. The ratio lies between 13 and 29 at these four sizes, and between 8 and 36 over all $N_\mu$ from 42 to 168, while the exchange error falls by five decades. Why?

**A.** Orthonormality makes the apparent first-order term second order. For real orbitals $E_J=2\sum_{ij}(ii|jj)=2u^TVu$ with $u_{ij}=\delta_{ij}$. Let $e=(1-\Pi)u$, so $\Pi u=u-e$ and

$$\tilde E_J-E_J=2(u-e)^TV(u-e)-2u^TVu=-4u^TVe+2e^TVe .$$

Since $u_{ij}=\int Z_{ij}(\mathbf r)\,d\mathbf r$, applying $1-\Pi$ under the integral gives $e_{ij}=\int R_{ij}(\mathbf r)\,d\mathbf r$, itself of first order. Since $e=(1-\Pi)e$, $Ze=Re$. With $v=WZu$ the Coulomb potential of the one-spin density,

$$u^TVe=\int v(\mathbf r)\sum_{ij}R_{ij}(\mathbf r)\,e_{ij}\,d\mathbf r=\sum_{ij}\Big[\int vR_{ij}\Big]\Big[\int R_{ij}\Big],$$

a product of two first-order factors, and $e^TVe=(Re)^TW(Re)$ is of fourth order. The two brackets differ, so this expression does not fix the sign; the error was negative in the four cases computed. The argument used $u=\int Z\,d\mathbf r$ over the fitted pairs. This holds for orthonormal orbitals when the diagonal pairs in the fitted set are exactly the occupied ones, as here or with occupied–virtual pairs added, and fails if virtual diagonal pairs are fitted too. The condition is sufficient, not necessary: any fixed function $f$ with $u=\int fZ\,d\mathbf r$ gives $e=\int fR\,d\mathbf r$, again of first order with a prefactor set by the size of $f$, and such an $f$ exists when the distinct pair products are linearly independent, so fitting virtual diagonal pairs need not make the Hartree error first order. It was not tested separately; the ratios, formed from the Hartree and exchange errors in the numerical output below, are consistent with it.

## Table of computed values

```
model: Ng=60 N=4 M=5 Nmu=8, cond(S) = 8.451e+01
model rel dev Theta, factorised vs lstsq = 3.1e-15
model rel dev Theta, nonlocal metric fit = 2.6e-14
model rel change Theta, non-unitary mixing = 0.260
model rel L2 error = 0.1158, SVD bound = 0.0794
model full trace error = 236.16484, Tr R+WR = 236.16484 (model units)
model sub-block error = 45.94919, quadratic part = 29.14900 (model units)
plane waves: N=3 M=4 pairs=12 rank=6
plane waves: rel L2 error with 5 points = 0.3551
benzene: C-C = 1.39 A, C-H = 1.09 A, zyz angles = [0.3, 0.7, 1.1] rad
AOs = 36, occupied N = 21, pairs N^2 = 441, distinct = 231
grid points kept = 17322, integrated electrons = 42.0132
E(RHF) = -227.891006 Ha, Hartree energy = 314.149532 Ha
exchange energy Ex = -33.282288 Ha = -905.657 eV
Nmu = 42 (2N): rel L2 error = 1.038e-01, SVD bound = 9.492e-02
  cond(scaled S) = 2.06e+02, Ex_ISDF = -30.799097 Ha
  Ex_ISDF-Ex = 2.4832e+00 Ha = 6.7571e+01 eV
  Tr R+WR = 2.4832e+00 Ha, relative to |Ex| = 7.461e-02
  max integral error = 3.081e-01 Ha, Hartree error = -5.290e+01 Ha
Nmu = 84 (4N): rel L2 error = 8.325e-03, SVD bound = 6.042e-03
  cond(scaled S) = 9.63e+02, Ex_ISDF = -33.256792 Ha
  Ex_ISDF-Ex = 2.5497e-02 Ha = 6.9380e-01 eV
  Tr R+WR = 2.5497e-02 Ha, relative to |Ex| = 7.661e-04
  max integral error = 4.540e-02 Ha, Hartree error = -7.302e-01 Ha
Nmu = 126 (6N): rel L2 error = 1.783e-03, SVD bound = 7.613e-04
  cond(scaled S) = 6.29e+05, Ex_ISDF = -33.281524 Ha
  Ex_ISDF-Ex = 7.6393e-04 Ha = 2.0788e-02 eV
  Tr R+WR = 7.6393e-04 Ha, relative to |Ex| = 2.295e-05
  max integral error = 5.887e-03 Ha, Hartree error = -1.641e-02 Ha
Nmu = 168 (8N): rel L2 error = 3.529e-04, SVD bound = 1.605e-04
  cond(scaled S) = 2.03e+07, Ex_ISDF = -33.282270 Ha
  Ex_ISDF-Ex = 1.8374e-05 Ha = 4.9997e-04 eV
  Tr R+WR = 1.8374e-05 Ha, relative to |Ex| = 5.521e-07
  max integral error = 2.124e-04 Ha, Hartree error = -2.462e-04 Ha
multiplications for B at Nmu=168: direct 1.283e+09, factorised (one set) 6.402e+07
```
